Does the peak current of a resonant diode reveal sequential tunnelling?

**Question**

I am modelling a double-barrier resonant-tunnelling diode with a three-dimensional emitter. Without scattering in the well, the transmission on resonance is close to one. If I add dephasing that is nine times faster than the escape through the barriers, the resonant transmission drops by a factor of ten, and most electrons cross the diode in two separate steps. I expected the peak current to drop by a similar factor, so that its size would tell me whether tunnelling is coherent or sequential.

A colleague says that both mechanisms give the same peak current as soon as the energy window supplied by the emitter exceeds the total width of the level. Who is right? And if the peak current says nothing, what does?

**Answer**

Your colleague is right about the limit but too generous about where it begins. For barrier widths that do not depend on energy, the window must be so much wider than the level that the square root of level width over window width is small; if the emitter width vanishes at the band edge, as it does for a flat-band emitter behind a barrier, the level must be narrow compared with the distance of the current maximum from that edge, and the loss is then linear in the width, as shown near the end. The peak current is then nearly the same for both mechanisms, because dephasing lowers and broadens the transmission line without changing its area. When the window is only as wide as the level, with constant widths and dephasing of your strength, the dephased peak in the model below is still only 0.37 of the coherent one.

**The model**

Measure the longitudinal energy E, the part belonging to motion across the barriers, from the emitter band edge. The emitter is filled up to the Fermi energy E_F at zero temperature, and the collector states are empty. The well has one level at longitudinal energy E0, which an increasing bias pulls down through the window 0 < E < E_F. The momentum parallel to the layers is conserved at the barriers, and the effective mass m is the same everywhere. Interactions enter at most through a mean field that shifts E0. That shift need not be small: the well charge in the worked example, 5 to 6 × 10¹¹ cm⁻² near the peak, moves the level by tens of meV across barriers 5 to 10 nm thick. The results below therefore give the current as a function of E0, not of the applied bias.

The level escapes to emitter and collector at rates Γ_L/ħ and Γ_R/ħ. I take these widths as independent of energy, an assumption examined near the end. Dephasing adds a width Γ_φ. Define

Γ_e = Γ_L + Γ_R,  Γ_t = Γ_e + Γ_φ,  Γ_r = Γ_L Γ_R/Γ_e.

**Transmission with dephasing**

Represent dephasing by a third lead, a probe φ, which absorbs electrons from the level and sends them back with no phase memory. To find the scattering probabilities, let each lead j be a chain of sites n = 1, 2, … with hopping −t, joined to the level by hopping −v_j. The chain energy is E = −2t cos k, measured here from the middle of its band.

Send a wave of unit amplitude in through lead i. There ψ_n = e^(−ikn) + r e^(ikn), while in every other lead ψ_n = τ_j e^(ikn). At site 1 the Schrödinger equation reads Eψ_1 = −tψ_2 − v_j c, where c is the amplitude on the level. The same wave continued to n = 0 satisfies Eψ_1 = −tψ_2 − tψ_0. Hence tψ_0 = v_j c, which gives

τ_j = v_j c/t,  1 + r = v_i c/t.

In the source lead, therefore,

ψ_1 = e^(−ik) + (v_i c/t − 1)e^(ik) = (v_i c/t)e^(ik) − 2i sin k.

Insert the values of ψ_1 into the equation for the level, (E − E0)c = −Σ_j v_j ψ_1^(j):

[E − E0 + Σ_j (v_j²/t)e^(ik)] c = 2i v_i sin k.

If the chain band is much wider than all energies of interest, k ≈ π/2, so e^(ik) = i and sin k = 1. With Γ_j = 2v_j²/t this becomes

(E − E0 + iΓ_t/2) c = 2i v_i.

Without an incoming wave the solution is E = E0 − iΓ_t/2, so |c|² decays at the rate Γ_t/ħ, and the Γ_j are indeed the escape widths. All chains have the same velocity, so the transmission probability from i to j is

T_ji = |τ_j|² = (v_j²/t²)·4v_i²/D = Γ_iΓ_j/D,  D = (E − E0)² + Γ_t²/4.

The probe must not create or remove electrons. I impose zero net probe current at each longitudinal energy and each parallel momentum. If the emitter states there are filled, the probe filling f_φ obeys

T_φL = (T_Lφ + T_Rφ) f_φ,  so  f_φ = Γ_L/(Γ_L + Γ_R) = Γ_L/Γ_e.

Add the direct path and the path through the probe:

T = T_RL + T_Rφ f_φ
 = (Γ_LΓ_R/D)(1 + Γ_φ/Γ_e)
 = (Γ_LΓ_R/D)(Γ_t/Γ_e).

The direct part is a fraction Γ_e/Γ_t of the total. Now introduce the Lorentzian

A(x) = (Γ_t/2π)/(x² + Γ_t²/4),

whose area is one, as the substitution x = (Γ_t/2)tan θ shows. Since A(E − E0) = Γ_t/(2πD),

T(E) = 2πΓ_r A(E − E0).

This settles the main point. The height on resonance is 4Γ_LΓ_R/(Γ_eΓ_t), which falls when Γ_φ is added. The area is 2πΓ_r, which does not contain Γ_φ. A current that collects the whole line cannot see the fall in height.

**The current of the diode**

One parallel momentum and one spin contribute (e/h)∫T dE. Here e is the elementary charge and J denotes the magnitude of the current density. With parallel energy ε = ħ²k²/2m, k now being the parallel wave number, the number of parallel states per area is

∫d²k/(2π)² = ∫k dk/(2π) = [m/(2πħ²)]∫dε.

At longitudinal energy E the filled states have ε < E_F − E. Including two spins,

J = (2e/h)[m/(2πħ²)] ∫₀^{E_F} (E_F − E) T(E) dE.

With h = 2πħ the prefactor is em/(2π²ħ³). Inserting T = 2πΓ_r A gives

J = [e m Γ_r/(πħ³)] F,
F = ∫₀^{E_F} (E_F − E) A(E − E0) dE.

If the line is narrow and lies well inside the window, F ≈ E_F − E0 with or without dephasing.

**The sequential calculation**

Sequential tunnelling can also be treated without any transmission amplitude. Let n_k be the occupation of the well state with parallel momentum k, and let f_k = 1 if the matching emitter state is filled, that is if ε_k < E_F − E0, and 0 otherwise. For a sharp level inside the window the steady state obeys

0 = Γ_L(f_k − n_k) − Γ_R n_k + R_k,
R_k = Σ_q [w_kq n_q(1 − n_k) − w_qk n_k(1 − n_q)].

Here w_kq/ħ is the relaxation rate from q to k, and the factors 1 − n express Pauli blocking. When R_k is summed over k, exchanging the names k and q turns the first term into the second, so the sum vanishes. Let N = Σ n_k and N_f = Σ f_k, per area and including spin. Then

Γ_L(N_f − N) = Γ_R N,  so  N = (Γ_L/Γ_e)N_f,

J = eΓ_R N/ħ = eΓ_r N_f/ħ.

Relaxation may move electrons between well states, but it does not change the current, provided that all these states have the same Γ_L and Γ_R. In a numerical solution of this nonlinear equation, 16% of the well electrons sat in states that the emitter does not feed, yet the current agreed with the formula.

The number of fed states is N_f = 2[m/(2πħ²)](E_F − E0) = m(E_F − E0)/(πħ²), so

J = e m Γ_r(E_F − E0)/(πħ³).

This is the scattering result with F = E_F − E0. It is largest when the level approaches the emitter edge from above, where it tends to

J0 = e m E_F Γ_r/(πħ³).

This is the common limit of the coherent and sequential peak currents for Γ_t/E_F → 0.

**How wide the window must be**

The supply is richest at the band edge, but a level placed right at the edge loses half of its line. The peak is a compromise, and this makes the limit slow to arrive.

Write γ = Γ_t/2, a = E_F − E0 and x = E − E0. Then A = (γ/π)/(x² + γ²), and

F = ∫_{−E0}^{a} (a − x)A(x) dx
 = (a/π)[atan(a/γ) + atan(E0/γ)] − (γ/2π) ln[(a² + γ²)/(E0² + γ²)].

To locate the maximum, differentiate under the integral. Since ∂A/∂E0 = −∂A/∂E, integration by parts gives

dF/dE0 = −[(E_F − E)A]₀^{E_F} − ∫₀^{E_F} A dE
 = E_F A(E0) − ∫₀^{E_F} A(E − E0) dE,

where A(−E0) = A(E0) was used. This vanishes at the peak. For γ ≪ E0 ≪ E_F the integral is close to one and A(E0) ≈ γ/(πE0²), so

E0* ≈ √(E_Fγ/π) = √(E_FΓ_t/2π).

This lies between γ and E_F, as assumed.

For the height, let y = E0/E_F and g = γ/(πE_F) = Γ_t/(2πE_F). For large z, atan z ≈ π/2 − 1/z. The first part of F/E_F becomes

[(1 − y)/π][π − γ/a − γ/E0] = 1 − y − g − g(1 − y)/y = 1 − y − g/y.

The logarithmic part is −g ln[(1 − y)/y] ≈ −g ln(1/y), so

F/E_F ≈ 1 − y − g/y − g ln(1/y).

The term y is the supply lost by raising the level above the edge, and g/y is the tail of the line cut off by the edge. Their sum is smallest at y = √g, where each equals √g. The logarithm shifts this optimum slightly, which changes the height only at order g^(3/2); the neglected terms are of that order too. Hence

J_peak/J0 = 1 − 2√g − ½g ln(1/g) + O(g^(3/2)),

with leading loss 2√g = √(2Γ_t/(πE_F)). A small Γ_t/E_F therefore still leaves a noticeable loss.

**When the peak current does distinguish them**

In the opposite limit, E_F ≪ Γ_e, the line is flat across the window and A ≈ 2/(πΓ_t). With ∫₀^{E_F}(E_F − E)dE = E_F²/2,

F_peak ≈ E_F²/(πΓ_t).

For constant widths and the probe used here, which conserves longitudinal energy, dephasing now reduces the peak current by the factor Γ_e/Γ_t, the same factor as the resonant transmission. This is the regime in which your expectation holds.

Between the limits, the numerical maximum gives the following for Γ_t = 10Γ_e, where Γ_t is the width of the dephased diode:

E_F/Γ_t = 1: dephased/coherent peak = 0.37
E_F/Γ_t = 10: 0.79
E_F/Γ_t = 100: 0.94
E_F/Γ_t = 1000: 0.98

At the first entry the window is already as wide as the level, yet the peaks differ by more than a factor of two. The table holds for constant widths and neglects the logarithmic level shift that a width cut off sharply at the band edge brings with it; for Γ_L = 0.4Γ_e that shift lowers the first two entries by about 0.01 to 0.02. With Γ_L ∝ √E, Γ_L = 0.4Γ_e and all widths quoted at E_F, the four entries become 0.41, 0.89, 0.99 and 0.999.

**A worked example**

Take m = 0.07 electron masses, E_F = 50 meV, Γ_L = 0.04 meV and Γ_R = 0.06 meV. Then Γ_e = 0.10 meV and Γ_r = 0.04 × 0.06/0.10 = 0.024 meV. Compare Γ_φ = 0 with Γ_φ = 0.90 meV, for which Γ_t = 1.00 meV. In the second diode only 0.10/1.00 = 10% of the current is transmitted directly.

The resonant transmissions are

coherent: 4 × 0.04 × 0.06/(0.10 × 0.10) = 0.96
dephased: 4 × 0.04 × 0.06/(0.10 × 1.00) = 0.096.

For the common limit, the fed sheet density with the level at the edge is 1.462 × 10¹² cm⁻². The escape time ħ/Γ_e is 6.58 ps, so Γ_r/ħ = 0.24/(6.58 ps) = 3.65 × 10¹⁰ s⁻¹. Multiplying the density, this rate and the elementary charge gives J0 ≈ 8540 A/cm².

For the coherent diode the leading loss is √(2 × 0.10/(50π)) = 0.036, and the logarithmic term takes off another 0.001. For the dephased diode it is √(2 × 1.00/(50π)) = 0.113, and the logarithmic term takes off another 0.009. The predicted peaks are thus 0.963 J0 and 0.878 J0. The numerical maxima are

coherent: 0.963 J0 = 8230 A/cm², at E0 = 0.90 meV
dephased: 0.879 J0 = 7510 A/cm², at E0 = 2.86 meV.

The resonant transmission has fallen tenfold, but the peak current is only 9% below the coherent value. The 9% belongs to constant widths and to a probe that returns each electron at its own longitudinal energy. With Γ_L ∝ √E and the same value at E_F the gap is only 2.4%, and scattering that changes the longitudinal energy can also alter the figure. To read dephasing from one measured peak, you would have to know the prefactor, which is proportional to mE_FΓ_r, to better than this 9%. Even then, within this model, you would be detecting the total width Γ_t.

**What to look at instead**

Within the same model, look at the valley. Let the bias pull the level to E0 = −Δ, below the emitter edge, with Δ ≫ Γ_t. The window then sees only the tail A ≈ Γ_t/[2π(E + Δ)²]. With s = E + Δ,

F ≈ (Γ_t/2π) ∫_Δ^{E_F+Δ} (E_F + Δ − s)/s² ds
 = (Γ_t/2π)[E_F/Δ − ln(1 + E_F/Δ)].

For constant widths the valley current is proportional to Γ_t. For Δ = 20 meV the bracket is 2.5 − ln 3.5 = 1.247. The dephased diode has F = 0.198 meV and J = 8540 × 0.198/50 ≈ 34 A/cm²; the coherent one has 3.4 A/cm². The peak-to-valley ratio falls from about 2400 to about 220. The model has no true valley: J keeps falling as Δ grows, so these two numbers belong to the chosen Δ (about 400 and 36 at Δ = 5 meV, about 6900 and 630 at Δ = 40 meV), and only the factor of about eleven between them is a result of the model. This ratio is free of the prefactor Γ_r and is sensitive to the width, but it too measures only Γ_t. In this model J depends on the widths only through Γ_r and Γ_t, so a fully coherent diode with very unequal barriers, Γ_e = 1.00 meV and Γ_r = 0.024 meV, would give the same peak and valley. Within the model, therefore, the valley reveals dephasing only if Γ_e is known independently.

These figures need caution. With Γ_L ∝ √E the dephased valley current at Δ = 20 meV is about 12 times the coherent one instead of 10. They assume unchanged barrier widths, a Lorentzian line twenty of its larger widths from its centre, and no other current path. They also assume that the probe returns each electron at its own longitudinal energy. An electron that instead relaxed onto the level, below the emitter edge, could leave only to the collector, and the valley current of the dephased diode would be larger. A real dephasing process need not have such a tail. A large valley current is therefore not by itself proof of sequential tunnelling.

**If the emitter width depends on energy**

The square-root law arises because a constant Γ_L makes the sharp-level current jump from zero to its maximum at the band edge. For a flat-band emitter behind a barrier the escape rate vanishes at the edge as √E, so this is the case to expect in such a device. If Γ_L ∝ √E, the sharp-level current is proportional to

G(E0) = (E_F − E0) Γ_r(E0),

which has a smooth maximum inside the window. Suppose first that the total width is constant. With G = 0 outside the window, broadening changes the value at the maximum by

∫[G(E) − G(E0)] A(E − E0) dE.

Near a smooth maximum the bracket is quadratic in E − E0. It cancels the 1/(E − E0)² of the Lorentzian tail and leaves a finite integral proportional to Γ_t. The loss is then linear in the width instead of going as its square root, provided the line is narrow compared with the distance of the maximum from the band edge.

The numerical check also keeps the energy dependence of Γ_L inside the total width. With Γ_L = 0.04 meV at E = E_F and the other parameters of the dephased diode, the sharp-level maximum lies at 13.5 meV. The loss relative to that maximum is 2.6%, and it falls to 0.7% when all widths are divided by four. For constant Γ_L the same change takes the loss from 12% to 5.9%. If the emitter barrier is much the more transparent, the maximum moves towards the edge and the linear law sets in later: for Γ_L = 0.099 meV at E_F and Γ_R = 0.001 meV the maximum lies at 1.4 meV, and the loss falls only from about 7.5% to 2.5%.

So the approach to the common limit depends on the emitter edge, and so does the limiting peak value. In both cases the coherent and sequential peaks merge when the line is narrow enough, and the peak current then no longer tells you which of the two you have.

Values computed for the example and the checks

```
effective mass = 0.07 m_e
Fermi energy EF = 50.0 meV
emitter width GL = 0.04 meV, collector width GR = 0.06 meV
escape width GL+GR = 0.10 meV
dephasing width = 0.90 meV, total width = 1.00 meV
GL*GR/(GL+GR) = 0.0240 meV
escape time hbar/(GL+GR) = 6.58 ps
dephasing time hbar/Gphi = 0.731 ps
sheet density of fed states, E0 -> 0 = 1.462e+12 cm^-2
common limit J0 = 8541.2 A/cm^2
coherent: transmission on resonance = 0.9600
coherent: directly transmitted share = 1.000
coherent: level at peak = 0.899 meV
coherent: estimated level at peak = 0.892 meV
coherent: peak current density = 8225.7 A/cm^2
coherent: peak J/J0 = 0.9631
coherent: leading-order peak J/J0 = 0.9643
coherent: with logarithmic term J/J0 = 0.9630
coherent: valley current density = 3.391 A/cm^2
coherent: peak-to-valley ratio = 2425.8
dephased: transmission on resonance = 0.0960
dephased: directly transmitted share = 0.100
dephased: level at peak = 2.864 meV
dephased: estimated level at peak = 2.821 meV
dephased: peak current density = 7506.1 A/cm^2
dephased: peak J/J0 = 0.8788
dephased: leading-order peak J/J0 = 0.8872
dephased: with logarithmic term J/J0 = 0.8780
dephased: valley current density = 33.898 A/cm^2
dephased: peak-to-valley ratio = 221.4
level in valley = -20.0 meV from emitter band edge
dephased/coherent transmission on resonance = 0.1000
dephased/coherent peak current = 0.9125
dephased/coherent valley current = 9.997
window table: EF/Gt, peak J/J0, dephased/coherent peak (Gt = 10 Ge)
       1  0.2703  0.3738
      10  0.7233  0.7902
     100  0.9154  0.9397
    1000  0.9741  0.9820
   10000  0.9919  0.9945
narrow window EF = 0.001 Ge: dephased/coherent = 0.1000
rate equation: electrons moved to unfed states = 0.157
rate equation: hbar*rate per fed state = 0.0240 meV
constant GL: peak loss = 0.1212
constant GL, all widths/4: peak loss = 0.0592
GL ~ sqrt(E): sharp-level peak at E0 = 13.54 meV
GL ~ sqrt(E): peak loss = 0.0259
GL ~ sqrt(E), all widths/4: peak loss = 0.0066
```
